# Equivalent isothermal time of a 1050 °C spike anneal: a program that tests the result

```python
# Equivalent isothermal time of a spike anneal (linear heating, linear cooling):
#   t_eq = integral exp[-(E/k)(1/T(t) - 1/Tp)] dt
#        = Tp exp(x) E_2(x) (1/r_heat + 1/r_cool),   x = E/(k Tp)
#        ~ (k Tp^2/E) (1/r_heat + 1/r_cool) (1 - 2/x)   for large x.
# E: activation energy (eV), Tp: peak temperature (K), r_heat, r_cool: rates (K/s),
# k: Boltzmann constant (eV/K), E_2: exponential integral of order two.
# The left side is found by quadrature over time, and its meaning is tested by
# solving the diffusion equation with a time-dependent diffusivity.
import numpy as np
from scipy.constants import k as k_joule, e as charge, zero_Celsius
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import expn, erf, erfc, erfinv

k = k_joule / charge
E = 3.5
Tp = 1050.0 + zero_Celsius
T_start = 600.0 + zero_Celsius
r_heat, r_cool = 250.0, 100.0
D_peak_cm2 = 5e-14               # rough, boron in silicon at the peak
D_peak = D_peak_cm2 * 1e14       # nm^2/s


def weight(T, energy=E):
    """Diffusivity at T divided by diffusivity at the nominal peak."""
    return np.exp(-energy / k * (1 / T - 1 / Tp))


def sharp(t, peak=Tp):
    return peak + np.where(t < 0, r_heat * t, -r_cool * t)


def integrate(f, breaks):
    return sum(quad(f, a, b, epsabs=1e-13, epsrel=1e-10, limit=200)[0]
               for a, b in zip(breaks[:-1], breaks[1:]))


t_begin = -(Tp - T_start) / r_heat
t_end = (Tp - T_start) / r_cool
ramp = [t_begin, 0.0, t_end]

# Main result: time quadrature against the closed form and its expansion
x = E / (k * Tp)
theta = k * Tp**2 / E
inverse_rates = 1 / r_heat + 1 / r_cool
t_quad = integrate(lambda t: weight(sharp(t)), ramp)
t_closed = Tp * np.exp(x) * expn(2, x) * inverse_rates
t_hand = theta * inverse_rates
t_corrected = t_hand * (1 - 2 / x)
t_upper = t_hand * (1 - 2 / x + 6 / x**2)
assert abs(t_quad / t_closed - 1) < 1e-5
assert t_corrected < t_quad < t_upper

# Shares of the ramps and of the region near the peak
t_heat = integrate(lambda t: weight(sharp(t)), [t_begin, 0.0])
t_cool = integrate(lambda t: weight(sharp(t)), [0.0, t_end])
assert abs(t_heat / t_cool - r_cool / r_heat) < 1e-5
near = {d: integrate(lambda t: weight(sharp(t)),
                     [-d / r_heat, 0.0, d / r_cool]) / t_quad for d in (50, 100)}


# Diffusion of a sharp step with changing diffusivity (Crank-Nicolson)
def diffuse_step(points, dt=0.002):
    pos = np.linspace(-15, 15, points)
    dx = pos[1] - pos[0]
    c = np.where(pos < -dx / 2, 1.0, np.where(pos > dx / 2, 0.0, 0.5))
    band = np.zeros((3, points))
    for n in range(int(round((t_end - t_begin) / dt))):
        t_mid = t_begin + (n + 0.5) * dt
        g = 0.5 * D_peak * float(weight(sharp(t_mid))) * dt / dx**2
        band[0, 2:] = -g
        band[1, :] = 1 + 2 * g
        band[1, 0] = band[1, -1] = 1
        band[2, :-2] = -g
        rhs = c.copy()
        rhs[1:-1] += g * (c[2:] - 2 * c[1:-1] + c[:-2])
        c = solve_banded((1, 1), band, rhs)
    return pos, c


def step_profile(pos, time):
    return 0.5 * erfc(pos / (2 * np.sqrt(D_peak * time)))


def width_10_90(pos, c):
    return np.interp(-0.1, -c, pos) - np.interp(-0.9, -c, pos)


length = np.sqrt(D_peak * t_closed)
width_formula = 4 * erfinv(0.8) * length
pos_coarse, c_coarse = diffuse_step(151)
pos, c = diffuse_step(301)
error_closed = np.max(np.abs(c - step_profile(pos, t_closed)))
error_hand = np.max(np.abs(c - step_profile(pos, t_hand)))
width_coarse, width_fine = width_10_90(pos_coarse, c_coarse), width_10_90(pos, c)
assert error_closed < 1e-3 < error_hand
assert abs(width_fine / width_formula - 1) < 5e-3


# Rounded peak: rate passes linearly from +r_heat to -r_cool in a time w
def rounded_peak(w):
    a = (r_heat + r_cool) / w
    th, tc = r_heat / a, r_cool / a
    drop_h, drop_c = r_heat**2 / (2 * a), r_cool**2 / (2 * a)

    def profile(t):
        if t < -th:
            return Tp - drop_h + r_heat * (t + th)
        if t > tc:
            return Tp - drop_c - r_cool * (t - tc)
        return Tp - a * t**2 / 2
    first = -th - (Tp - drop_h - T_start) / r_heat
    last = tc + (Tp - drop_c - T_start) / r_cool
    full = integrate(lambda t: weight(profile(t)), [first, -th, 0.0, tc, last])
    linear = sum(np.sqrt(np.pi * theta / (2 * a)) * erf(r / np.sqrt(2 * a * theta))
                 + theta / r * np.exp(-r**2 / (2 * a * theta))
                 for r in (r_heat, r_cool))
    above = sum(r / a + (50 - r**2 / (2 * a)) / r if r**2 / (2 * a) < 50
                else np.sqrt(100 / a) for r in (r_heat, r_cool))
    return full, linear, above


assert abs(rounded_peak(0.001)[0] / t_quad - 1) < 3e-3
rounded = {w: rounded_peak(w) for w in (0.2, 0.5)}
for full, linear, above in rounded.values():
    assert full > t_quad
    assert 0 < linear / full - 1 < 0.08     # linearised exponent, error of order 2/x

# Radiative cooling, dT/dt = -r_cool (T/Tp)^4, solved for T(t)
cool_rad_quad = integrate(
    lambda t: weight(Tp * (1 + 3 * r_cool * t / Tp)**(-1 / 3)), [0, 1, 5, 20, 60])
cool_rad = Tp / r_cool * (1 / x + 2 / x**2 + 2 / x**3)
assert abs(cool_rad_quad / cool_rad - 1) < 1e-5
t_rad = t_heat + cool_rad

# Errors of the inputs and the hold before the spike
t_hot, t_cold = [integrate(lambda t: weight(sharp(t, Tp + d)), ramp) for d in (5, -5)]
t_lowE, t_highE = [integrate(lambda t: weight(sharp(t), E + d), ramp)
                   for d in (-0.2, 0.2)]
hold_time = 10.0
t_hold = hold_time * weight(T_start)
assert t_hold < 1e-4 * t_quad

# Acceptor doping: hole density and built-in field raise the diffusivity
ni_peak, ni_energy = 1e19, 0.6   # rough, silicon at the peak: cm^-3, eV


def ni(T):
    return ni_peak * (T / Tp)**1.5 * np.exp(-ni_energy / k * (1 / T - 1 / Tp))


def holes(N, n):
    return N / 2 + np.sqrt(N**2 / 4 + n**2)


def field_factor(N, n):
    return 1 + N / np.sqrt(N**2 + 4 * n**2)


doping = {}
for N in (1e18, 1e20):
    dN = 1e-4 * N
    slope = (np.log(holes(N + dN, ni_peak)) - np.log(holes(N - dN, ni_peak))) / (2 * dN)
    assert abs(1 + N * slope - field_factor(N, ni_peak)) < 1e-6
    mean = integrate(lambda t: weight(sharp(t)) * holes(N, ni(sharp(t)))
                     / ni(sharp(t)) * field_factor(N, ni(sharp(t))), ramp) / t_quad
    doping[N] = (holes(N, ni_peak) / ni_peak, field_factor(N, ni_peak), mean)

# Implant damage: enhancement below 1000 C on heating that would double t_eq
T_damage = 1000.0 + zero_Celsius
t_below = integrate(lambda t: weight(sharp(t)), [t_begin, (T_damage - Tp) / r_heat])
enhancement = 1 + t_quad / t_below

print(f"peak temperature: {Tp:.2f} K = {Tp - zero_Celsius:.0f} C")
print(f"start and end of ramps: {T_start - zero_Celsius:.0f} C")
print(f"activation energy: {E:.2f} eV; k = {k:.6e} eV/K; kTp = {k*Tp:.5f} eV")
print(f"heating, cooling rate: {r_heat:.0f}, {r_cool:.0f} K/s")
print(f"x = E/kTp: {x:.3f}; 2/x = {2/x:.4f}; 6/x^2 = {6/x**2:.5f}")
print(f"temperature width theta = kTp^2/E: {theta:.2f} K")
print(f"1/r_heat + 1/r_cool: {inverse_rates:.4f} s/K")
print(f"hand estimate theta*(sum of inverse rates): {t_hand:.4f} s")
print(f"with factor 1-2/x (lower bound): {t_corrected:.4f} s")
print(f"with factor 1-2/x+6/x^2 (upper bound): {t_upper:.4f} s")
print(f"closed form with E_2: {t_closed:.5f} s")
print(f"time quadrature: {t_quad:.5f} s")
print(f"hand estimate too long by: {100*(t_hand/t_quad-1):.1f} %")
print(f"heating part, cooling part: {t_heat:.4f}, {t_cool:.4f} s")
print(f"heating share, cooling share: {100*t_heat/t_quad:.1f}, {100*t_cool/t_quad:.1f} %")
for d, part in near.items():
    print(f"share gathered within {d} K of peak: {100*part:.1f} %")
print(f"clock time within 50 K of peak, sharp spike: {50*inverse_rates:.3f} s")
print(f"rough D at peak: {D_peak_cm2:.1e} cm2/s = {D_peak:.1f} nm2/s")
print(f"diffusion length sqrt(D t_eq): {length:.3f} nm")
print(f"10-90 % step width, formula: {width_formula:.3f} nm")
print(f"10-90 % step width, diffusion solver: {width_fine:.3f} nm")
print(f"solver width shift, mesh 0.2 to 0.1 nm: {width_fine-width_coarse:.4f} nm")
print(f"largest profile error with closed-form t_eq: {error_closed:.1e} of step")
print(f"largest profile error with hand estimate: {error_hand:.1e} of step")
for w, (full, linear, above) in rounded.items():
    print(f"turn-around {w:.1f} s: t_eq = {full:.4f} s ({100*(full/t_quad-1):+.1f} %)")
    print(f"  linearised formula {linear:.4f} s; within 50 K for {above:.3f} s")
print(f"radiative cooling: cooling part {cool_rad:.4f} s, t_eq = {t_rad:.4f} s"
      f" ({100*(t_rad/t_quad-1):+.1f} %)")
print(f"peak 5 K hotter / colder: {t_hot:.4f} / {t_cold:.4f} s at 1050 C"
      f" ({100*(t_hot/t_quad-1):+.1f} / {100*(t_cold/t_quad-1):+.1f} %)")
print(f"E lower / higher by 0.2 eV: {t_lowE:.4f} / {t_highE:.4f} s"
      f" ({100*(t_lowE/t_quad-1):+.1f} / {100*(t_highE/t_quad-1):+.1f} %)")
print(f"hold of {hold_time:.0f} s at start temperature adds: {t_hold:.1e} s")
print(f"rough n_i at peak: {ni_peak:.0e} cm^-3, its energy {ni_energy:.1f} eV")
for N, (ratio, field, mean) in doping.items():
    print(f"boron {N:.0e} cm^-3: p/n_i = {ratio:.3f}, field factor = {field:.3f} at peak")
    print(f"  mean factor on D over spike {mean:.3f}, on length {np.sqrt(mean):.3f}")
print(f"heating part below 1000 C: {t_below:.4f} s")
print(f"enhancement there that doubles t_eq: {enhancement:.1f} times")
print("all assertions hold")
```

It prints:

```
peak temperature: 1323.15 K = 1050 C
start and end of ramps: 600 C
activation energy: 3.50 eV; k = 8.617333e-05 eV/K; kTp = 0.11402 eV
heating, cooling rate: 250, 100 K/s
x = E/kTp: 30.696; 2/x = 0.0652; 6/x^2 = 0.00637
temperature width theta = kTp^2/E: 43.10 K
1/r_heat + 1/r_cool: 0.0140 s/K
hand estimate theta*(sum of inverse rates): 0.6035 s
with factor 1-2/x (lower bound): 0.5641 s
with factor 1-2/x+6/x^2 (upper bound): 0.5680 s
closed form with E_2: 0.56756 s
time quadrature: 0.56756 s
hand estimate too long by: 6.3 %
heating part, cooling part: 0.1622, 0.4054 s
heating share, cooling share: 28.6, 71.4 %
share gathered within 50 K of peak: 72.2 %
share gathered within 100 K of peak: 93.0 %
clock time within 50 K of peak, sharp spike: 0.700 s
rough D at peak: 5.0e-14 cm2/s = 5.0 nm2/s
diffusion length sqrt(D t_eq): 1.685 nm
10-90 % step width, formula: 6.106 nm
10-90 % step width, diffusion solver: 6.108 nm
solver width shift, mesh 0.2 to 0.1 nm: -0.0038 nm
largest profile error with closed-form t_eq: 2.4e-05 of step
largest profile error with hand estimate: 7.4e-03 of step
turn-around 0.2 s: t_eq = 0.6627 s (+16.8 %)
  linearised formula 0.6986 s; within 50 K for 0.800 s
turn-around 0.5 s: t_eq = 0.7899 s (+39.2 %)
  linearised formula 0.8261 s; within 50 K for 0.950 s
radiative cooling: cooling part 0.4600 s, t_eq = 0.6222 s (+9.6 %)
peak 5 K hotter / colder: 0.6418 / 0.5015 s at 1050 C (+13.1 / -11.6 %)
E lower / higher by 0.2 eV: 0.5999 / 0.5386 s (+5.7 / -5.1 %)
hold of 10 s at start temperature adds: 1.3e-06 s
rough n_i at peak: 1e+19 cm^-3, its energy 0.6 eV
boron 1e+18 cm^-3: p/n_i = 1.051, field factor = 1.050 at peak
  mean factor on D over spike 1.132, on length 1.064
boron 1e+20 cm^-3: p/n_i = 10.099, field factor = 1.981 at peak
  mean factor on D over spike 25.189, on length 5.019
heating part below 1000 C: 0.0451 s
enhancement there that doubles t_eq: 13.6 times
all assertions hold
```
